# Multiconfiguration Hartree–Fock Radial Equations and Their Coupling to the Secular Equation: a numerical check

```python
# Result under test: the multiconfiguration Hartree-Fock (MCHF) equations.
# For Psi = sum_i c_i Phi_i the energy is stationary when H c = E c and
#   G_a = sum_b w_ab h P_b + 2 sum W_abcd (Y_bd/r) P_c = sum_b eps_ab P_b,
# with eps symmetric.  P_a: radial functions, w: generalised occupations,
# W: two-electron weights, h: one-electron radial operator, Y/r: potentials.
# Main case: Be, c1 |1s2 2s2> + c2 |1s2 2p2>, singlet S.  Atomic units inside.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, legval
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre
from pyscf import gto, scf, mcscf

EV = constants.value('Hartree energy in eV')
ANG = constants.value('Bohr radius') * 1e10
Z = 4.0
rng = np.random.default_rng(3)

# ---------- radial grid: Gauss-Legendre elements with spectral integration
n_el, n_pt, r_max = 28, 12, 45.0
x, gw = leggauss(n_pt)
V = legvander(x, n_pt)
prim = np.zeros((n_pt, n_pt))          # integrals of Legendre polynomials
prim[:, 0] = x + 1
for l in range(1, n_pt):
    prim[:, l] = (V[:, l + 1] - V[:, l - 1]) / (2 * l + 1)
A = (prim * (np.arange(n_pt) + 0.5)) @ (V[:, :n_pt].T * gw)
edges = r_max * (np.arange(n_el + 1) / n_el) ** 2
half = np.diff(edges) / 2
r = np.concatenate([edges[e] + half[e] * (x + 1) for e in range(n_el)])
wt = np.concatenate([half[e] * gw for e in range(n_el)])
cum = np.zeros((r.size, r.size))       # cum @ f = integral of f from 0 to r_i
for e in range(n_el):
    s = slice(e * n_pt, (e + 1) * n_pt)
    cum[s, :e * n_pt] = wt[:e * n_pt]
    cum[s, s] = half[e] * A


def coulomb_kernel(k):
    inner = r[:, None] ** (-k - 1.0) * cum * r ** float(k)
    outer = r[:, None] ** float(k) * (wt - cum) * r ** (-k - 1.0)
    m = wt[:, None] * (inner + outer)
    return (m + m.T) / 2


M = [coulomb_kernel(k) for k in range(3)]
hyd = 2 * Z ** 1.5 * r * np.exp(-Z * r)
assert abs(hyd**2 @ M[0] @ hyd**2 - 5 * Z / 8) < 1e-8


# ---------- orthonormal Laguerre basis, rotated to a hydrogen-like eigenbasis
def make_basis(l, size=22, beta=2.0):
    B, D = [], []
    for n in range(size):
        L = eval_genlaguerre(n, 2 * l + 2, 2 * beta * r)
        dL = -eval_genlaguerre(n - 1, 2 * l + 3, 2 * beta * r) if n else 0 * r
        f = r ** (l + 1) * np.exp(-beta * r) * L
        d = r**l * np.exp(-beta * r) * ((l + 1 - beta * r) * L
                                       + 2 * beta * r * dL)
        norm = np.sqrt(wt @ f**2)
        B.append(f / norm)
        D.append(d / norm)
    B, D = np.array(B).T, np.array(D).T
    assert np.allclose(B.T @ (wt[:, None] * B), np.eye(size), atol=1e-7)
    T = (D.T * wt) @ D / 2 + (B.T * (wt * l * (l + 1) / (2 * r**2))) @ B
    N = (B.T * (wt / r)) @ B
    e, U = eigh(T - 2.5 * N)
    T, N = U.T @ T @ U, U.T @ N @ U
    return B @ U, T, T - Z * N, 1 / np.sqrt(e - e[0] + 1)


Bs, Ts, hs, scale_s = make_basis(0)
Bp, Tp, hp, scale_p = make_basis(1)
nb = len(hs)

# ---------- angular factors by direct quadrature over two unit spheres
ct, cw = leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
st = np.sqrt(1 - ct**2)
unit = np.array([np.outer(st, np.cos(phi)).ravel(),
                 np.outer(st, np.sin(phi)).ravel(),
                 np.outer(ct, np.ones(16)).ravel()])
sw = np.repeat(cw / 2, 16) / 16
pfun = np.sqrt(3) * unit


def angular(f, g, k):
    pk = legval(unit.T @ unit, [0] * k + [1])
    return (sw * f) @ pk @ (sw * g)


ang_pp = [sum(angular(pfun[i] * pfun[j], pfun[i] * pfun[j], k)
              for i in range(3) for j in range(3)) / 3 for k in range(3)]
ang_mix = [sum(angular(p, p, k) for p in pfun) / np.sqrt(3) for k in range(3)]
ang_ex = [angular(pfun[2], pfun[2], k) for k in range(3)]
assert np.allclose(ang_pp, [1, 0, 2 / 5], atol=1e-12)
assert np.allclose(ang_mix, [0, 1 / np.sqrt(3), 0], atol=1e-12)
assert np.allclose(ang_ex, [0, 1 / 3, 0], atol=1e-12)


# ---------- Be: secular matrix from Slater integrals, and radial left sides
def secular_matrix(orbs):
    u, v, q = orbs
    a, b, p = Bs @ u, Bs @ v, Bp @ q

    def R(k, f, g):
        return f @ M[k] @ g
    core = 2 * u @ hs @ u + R(0, a*a, a*a)
    H11 = (core + 2 * v @ hs @ v + R(0, b*b, b*b)
           + 4 * R(0, a*a, b*b) - 2 * R(0, a*b, a*b))
    H22 = (core + 2 * q @ hp @ q + R(0, p*p, p*p) + 0.4 * R(2, p*p, p*p)
           + 4 * R(0, a*a, p*p) - 2 / 3 * R(1, a*p, a*p))
    H12 = R(1, b*p, b*p) / np.sqrt(3)
    return np.array([[H11, H12], [H12, H22]])


def radial_left_sides(orbs, c):
    u, v, q = orbs
    a, b, p = Bs @ u, Bs @ v, Bp @ q
    w2s, w2p, mix = 2 * c[0]**2, 2 * c[1]**2, 2 * c[0] * c[1] / np.sqrt(3)
    Yaa, Ybb, Ypp = M[0] @ (a*a), M[0] @ (b*b), M[0] @ (p*p)
    Yab, Yap, Ybp = M[0] @ (a*b), M[1] @ (a*p), M[1] @ (b*p)
    Y2pp = M[2] @ (p*p)
    G1 = 2 * hs @ u + Bs.T @ (2 * a * (Yaa + w2s * Ybb + w2p * Ypp)
                              - w2s * b * Yab - w2p / 3 * p * Yap)
    G2 = (w2s * (hs @ v + Bs.T @ (b * (2 * Yaa + Ybb) - a * Yab))
          + mix * Bs.T @ (p * Ybp))
    Gp = (w2p * (hp @ q + Bp.T @ (p * (2 * Yaa + Ypp + 0.4 * Y2pp)
                                  - a * Yap / 3)) + mix * Bp.T @ (b * Ybp))
    return [G1, G2, Gp]


def lowest_root(H):
    e, vec = np.linalg.eigh(H)
    c = vec[:, 0]
    return e[0], c * (1 if c[0] > 0 else -1)


start = [np.eye(nb)[0], np.eye(nb)[1], np.eye(nb)[0]]

# radial left sides against finite differences of the energy
c_try = np.array([0.8, -0.6])
trial = [o + 0.1 * np.r_[rng.normal(size=6), np.zeros(nb - 6)] for o in start]
G_try = radial_left_sides(trial, c_try)
for n in range(3):
    d = np.r_[rng.normal(size=6), np.zeros(nb - 6)]
    ends = []
    for t in (1e-4, -1e-4):
        moved = [o + (t * d if m == n else 0) for m, o in enumerate(trial)]
        ends.append(c_try @ secular_matrix(moved) @ c_try)
    slope = (ends[0] - ends[1]) / 2e-4
    assert abs(slope - 2 * G_try[n] @ d) < 1e-5 * (1 + abs(slope))

# general equation with off-diagonal w_ab: two electrons in three s orbitals,
# energy taken from the complete two-electron wave function
m = 5
pair = np.einsum('xi,xk->xik', Bs[:, :m], Bs[:, :m]).reshape(r.size, -1)
g = (pair.T @ M[0] @ pair).reshape(m, m, m, m).transpose(0, 2, 1, 3)
C = rng.normal(size=(3, 3))
C = (C + C.T) / np.linalg.norm(C + C.T)
X = np.linalg.qr(rng.normal(size=(m, 3)))[0]
K = rng.normal(size=(m, m))
K = K - K.T


def pair_energy(orb):
    psi = orb @ C @ orb.T
    return (2 * np.sum(psi * (hs[:m, :m] @ psi))
            + np.einsum('ij,kl,ijkl', psi, psi, g))


w_gen = 2 * C @ C.T
W = (np.einsum('ab,cd->abcd', C, C) + np.einsum('cb,ad->abcd', C, C)) / 2
G_gen = (hs[:m, :m] @ X @ w_gen
         + 2 * np.einsum('abcd,jb,kc,ld,ijkl->ia', W, X, X, X, g,
                         optimize=True))
slope = (pair_energy(expm(1e-4 * K) @ X)
         - pair_energy(expm(-1e-4 * K) @ X)) / 2e-4
assert abs(w_gen[0, 1]) > 1e-3
assert abs(slope - 2 * np.sum((K @ X) * G_gen)) < 1e-5 * (1 + abs(slope))


# ---------- direct energy minimisation over orthonormal orbitals
def optimise(orbs, c_fixed=None, gtol=1e-6):
    scale = np.r_[scale_s, scale_s, scale_p]

    def unpack(z):
        y = z * scale
        x1, x2, x3 = y[:nb], y[nb:2 * nb], y[2 * nb:]
        n1, n3 = np.linalg.norm(x1), np.linalg.norm(x3)
        u = x1 / n1
        rest = x2 - u * (u @ x2)
        n2 = np.linalg.norm(rest)
        return [u, rest / n2, x3 / n3], x2, (n1, n2, n3)

    def value_and_gradient(z):
        (u, v, q), x2, (n1, n2, n3) = unpack(z)
        H = secular_matrix([u, v, q])
        if c_fixed is None:
            E, c = lowest_root(H)
        else:
            c = np.asarray(c_fixed)
            E = c @ H @ c
        g1, g2, g3 = [2 * G for G in radial_left_sides([u, v, q], c)]
        gr = (g2 - v * (v @ g2)) / n2
        g1 = g1 - gr * (u @ x2) - x2 * (u @ gr)
        grad = np.r_[(g1 - u * (u @ g1)) / n1, gr - u * (u @ gr),
                     (g3 - q * (q @ g3)) / n3]
        return E, grad * scale

    z = np.concatenate(orbs) / scale
    for attempt in range(2):
        res = minimize(value_and_gradient, z, jac=True, method='BFGS',
                       options={'gtol': gtol, 'maxiter': 600})
        z = res.x
        if np.max(np.abs(res.jac)) < 2e-6:
            break
    return unpack(z)[0]


# Hartree-Fock for 1s2 2s2 with canonical orbitals, and for 1s2 2p2 alone
hf = optimise(start, (1.0, 0.0))
G = radial_left_sides(hf, (1.0, 0.0))
eps_hf = np.array([[hf[j] @ G[i] for j in range(2)] for i in range(2)])
rot = np.linalg.eigh((eps_hf + eps_hf.T) / 2)[1]
s_hf = np.array(hf[:2]).T @ rot
upper = optimise(start, (0.0, 1.0))
separate = [s_hf[:, 0], s_hf[:, 1], upper[2]]
H_sep = secular_matrix(separate)
E_hf = H_sep[0, 0]
E_sep, c_sep = lowest_root(H_sep)

# simultaneous optimisation of orbitals and mixing coefficients
mc_orbs = optimise(separate, None, 1e-7)
H = secular_matrix(mc_orbs)
E, c = lowest_root(H)
w = np.array([2.0, 2 * c[0]**2, 2 * c[1]**2])

# alternation: orbitals at fixed c, then the secular equation
orbs, c_alt, history = separate, c_sep, [(E_sep, c_sep[1])]
for cycle in range(20):
    orbs = optimise(orbs, c_alt)
    E_alt, c_alt = lowest_root(secular_matrix(orbs))
    history.append((E_alt, c_alt[1]))
    if abs(history[-1][0] - history[-2][0]) < 1e-8:
        break
energies = np.array([h[0] for h in history])
assert np.all(np.diff(energies) < 1e-7)
assert abs(E_alt - E) < 1e-5

# radial equations, multiplier symmetry, energy relation and virial theorem
# (residual tolerance: gradient accuracy of the minimiser in a stiff basis)
G = radial_left_sides(mc_orbs, c)
u, v, q = mc_orbs
eps = np.array([[u @ G[0], v @ G[0]], [u @ G[1], v @ G[1]]])
eps_p = q @ G[2]
residual = max(np.linalg.norm(G[0] - eps[0, 0] * u - eps[0, 1] * v),
               np.linalg.norm(G[1] - eps[1, 0] * u - eps[1, 1] * v),
               np.linalg.norm(G[2] - eps_p * q))
assert residual < 2e-4
assert abs(eps[0, 1] - eps[1, 0]) < 2e-5
one_body = w @ [u @ hs @ u, v @ hs @ v, q @ hp @ q]
assert abs(E - (np.trace(eps) + eps_p + one_body) / 2) < 1e-6
kinetic = w @ [u @ Ts @ u, v @ Ts @ v, q @ Tp @ q]
assert abs(E + kinetic) < 1e-4


# 1s-2s rotation: redundant in Hartree-Fock, not in MCHF
def rotated_energy(orbitals, coef, angle):
    a, b, p = orbitals
    co, si = np.cos(angle), np.sin(angle)
    Hr = secular_matrix([co * a + si * b, co * b - si * a, p])
    return coef @ Hr @ coef


shift_hf = rotated_energy(separate, np.array([1.0, 0.0]), 0.1) - E_hf
shift_mc = min(rotated_energy(mc_orbs, c, t) - E for t in (0.1, -0.1))
assert abs(shift_hf) < 1e-8 and shift_mc > 1e-5

# 2p operator with and without the configuration-coupling term
a, b, p = Bs @ u, Bs @ v, Bp @ q
local = M[0] @ (2 * a*a + p*p) + 0.4 * M[2] @ (p*p)
aB, bB = a[:, None] * Bp, b[:, None] * Bp
F_without = hp + (Bp.T * local) @ Bp - aB.T @ M[1] @ aB / 3
F_with = F_without + c[0] / c[1] / np.sqrt(3) * bB.T @ M[1] @ bB
ev_with, vec_with = eigh(F_with)
ev_without, vec_without = eigh(F_without)
assert abs(abs(vec_with[:, 0] @ q) - 1) < 1e-6
assert abs(ev_with[0] - eps_p / w[2]) < 1e-4


def mean_r(B, coef):
    return wt @ (r * (B @ coef)**2)


r_2p, r_2p_off = mean_r(Bp, q), mean_r(Bp, vec_without[:, 0])
assert r_2p_off > 1.1 * r_2p
assert mean_r(Bp, upper[2]) > 1.1 * r_2p
assert E < E_sep < E_hf < H[0, 0]
empty = radial_left_sides(separate, (1.0, 0.0))[2]
assert np.linalg.norm(empty) < 1e-12

# ---------- independent determinant-based CASSCF in a Gaussian basis
gauss = ([[0, [0.03 * 2.0**i, 1.0]] for i in range(22)]
         + [[1, [0.035 * 2.0**i, 1.0]] for i in range(13)])
mol = gto.M(atom='Be 0 0 0', basis={'Be': gauss}, verbose=0)
ion = gto.M(atom='Be 0 0 0', basis={'Be': gauss}, charge=2, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
guess = scf.RHF(ion).run()
cas = mcscf.CASSCF(mf, 4, 2)
cas.conv_tol = 1e-9
cas.kernel(guess.mo_coeff)
occ = np.sort(np.linalg.eigvalsh(
    cas.fcisolver.make_rdm1(cas.ci, 4, cas.nelecas)))[::-1]
# tolerances: finite Gaussian basis and CASSCF convergence
assert abs(mf.e_tot - E_hf) < 5e-5
assert abs(cas.e_tot - E) < 5e-5
assert abs(occ[0] - w[1]) < 5e-4 and abs(occ[1:].sum() - w[2]) < 5e-4

# ---------- numbers for the text
print(f"Nuclear charge Z: {Z:.0f}; Laguerre functions per l: {nb}")
print(f"Hartree-Fock energy: {E_hf*EV:.4f} eV")
print(f"CI energy, separately optimised orbitals: {E_sep*EV:.4f} eV")
print(f"MCHF energy: {E*EV:.4f} eV = {E:.6f} hartree")
print(f"Lowering HF -> separate-orbital CI: {(E_hf-E_sep)*EV:.4f} eV")
print(f"Lowering HF -> MCHF: {(E_hf-E)*EV:.4f} eV")
print(f"CASSCF energy, Gaussian basis: {cas.e_tot*EV:.4f} eV")
print(f"CASSCF minus MCHF: {(cas.e_tot-E)*EV:.6f} eV")
print(f"H11 at MCHF orbitals: {H[0,0]*EV:.4f} eV")
print(f"H22 at MCHF orbitals: {H[1,1]*EV:.4f} eV")
print(f"H12 at MCHF orbitals: {H[0,1]*EV:.4f} eV")
print(f"H11 minus HF energy: {(H[0,0]-E_hf)*EV:.4f} eV")
print(f"H12 with separate orbitals: {H_sep[0,1]*EV:.4f} eV")
print(f"H22-H11 with separate orbitals: "
      f"{(H_sep[1,1]-H_sep[0,0])*EV:.4f} eV")
print(f"Mixing coefficients c1, c2: {c[0]:.5f}, {c[1]:.5f}")
print(f"Ratios c1/c2, c2/c1: {c[0]/c[1]:.4f}, {c[1]/c[0]:.4f}")
print(f"Occupations 1s, 2s, 2p: {w[0]:.4f}, {w[1]:.4f}, {w[2]:.4f}")
print(f"CASSCF occupations 2s, 2p total: {occ[0]:.4f}, {occ[1:].sum():.4f}")
print(f"eps/w for 1s: {eps[0,0]/w[0]*EV:.3f} eV")
print(f"eps/w for 2s: {eps[1,1]/w[1]*EV:.3f} eV")
print(f"eps/w for 2p: {eps_p/w[2]*EV:.3f} eV")
print(f"Off-diagonal eps(1s,2s), magnitude: {abs(eps[0,1])*EV:.4f} eV")
print(f"Asymmetry of eps(1s,2s): {abs(eps[0,1]-eps[1,0])*EV:.1e} eV")
print(f"Largest radial-equation residual norm: {residual:.1e} a.u.")
print(f"Virial ratio V/T: {(E-kinetic)/kinetic:.6f}")
print(f"Mean radius 1s, MCHF: {mean_r(Bs,u)*ANG:.4f} angstrom")
print(f"Mean radius 2s, MCHF: {mean_r(Bs,v)*ANG:.4f} angstrom")
print(f"Mean radius 2p, MCHF: {r_2p*ANG:.4f} angstrom")
print(f"Mean radius 2p, coupling term removed, rest frozen: "
      f"{r_2p_off*ANG:.4f} angstrom")
print(f"Mean radius 2p, HF for 1s2 2p2 alone: "
      f"{mean_r(Bp,upper[2])*ANG:.4f} angstrom")
print(f"2p operator eigenvalue, coupling term removed: "
      f"{ev_without[0]*EV:.3f} eV")
print(f"Energy change, 1s-2s rotation by 0.1 rad, HF: "
      f"{abs(shift_hf)*EV:.1e} eV")
print(f"Smaller energy rise, rotation by +-0.1 rad, MCHF: "
      f"{shift_mc*EV:.4f} eV")
print(f"Alternation cycles used: {len(history)-1}")
for n, (en, c2) in enumerate(history[:7]):
    print(f"Cycle {n}: E - E_MCHF = {(en-E)*EV:.6f} eV, c2 = {c2:.5f}")
print("all assertions hold")
```

Printed output:

```
Nuclear charge Z: 4; Laguerre functions per l: 22
Hartree-Fock energy: -396.5522 eV
CI energy, separately optimised orbitals: -397.4877 eV
MCHF energy: -397.7446 eV = -14.616845 hartree
Lowering HF -> separate-orbital CI: 0.9355 eV
Lowering HF -> MCHF: 1.1925 eV
CASSCF energy, Gaussian basis: -397.7446 eV
CASSCF minus MCHF: 0.000057 eV
H11 at MCHF orbitals: -396.5334 eV
H22 at MCHF orbitals: -386.5250 eV
H12 at MCHF orbitals: 3.6863 eV
H11 minus HF energy: 0.0187 eV
H12 with separate orbitals: 2.9930 eV
H22-H11 with separate orbitals: 8.6396 eV
Mixing coefficients c1, c2: 0.95003, -0.31215
Ratios c1/c2, c2/c1: -3.0436, -0.3286
Occupations 1s, 2s, 2p: 2.0000, 1.8051, 0.1949
CASSCF occupations 2s, 2p total: 1.8051, 0.1949
eps/w for 1s: -128.210 eV
eps/w for 2s: -9.518 eV
eps/w for 2p: -13.404 eV
Off-diagonal eps(1s,2s), magnitude: 3.0253 eV
Asymmetry of eps(1s,2s): 2.5e-08 eV
Largest radial-equation residual norm: 1.8e-07 a.u.
Virial ratio V/T: -2.000000
Mean radius 1s, MCHF: 0.2185 angstrom
Mean radius 2s, MCHF: 1.3664 angstrom
Mean radius 2p, MCHF: 1.3221 angstrom
Mean radius 2p, coupling term removed, rest frozen: 2.3144 angstrom
Mean radius 2p, HF for 1s2 2p2 alone: 1.7354 angstrom
2p operator eigenvalue, coupling term removed: -3.295 eV
Energy change, 1s-2s rotation by 0.1 rad, HF: 1.5e-13 eV
Smaller energy rise, rotation by +-0.1 rad, MCHF: 0.2423 eV
Alternation cycles used: 4
Cycle 0: E - E_MCHF = 0.256935 eV, c2 = -0.29834
Cycle 1: E - E_MCHF = 0.000176 eV, c2 = -0.31114
Cycle 2: E - E_MCHF = 0.000001 eV, c2 = -0.31208
Cycle 3: E - E_MCHF = 0.000000 eV, c2 = -0.31214
Cycle 4: E - E_MCHF = 0.000000 eV, c2 = -0.31214
all assertions hold
```
